Acoustic-mismatch transmission at normal incidence, derived in two ways

Suppose that sound from nickel into silicon carried a larger fraction of its energy across the interface than sound from silicon into nickel. Put the two solids in contact at one temperature. If equal thermal power arrived at the interface from both sides, more would cross one way than the other, and one solid would warm at the expense of the other with nothing driving the flow. The second law forbids this. Yet the wave amplitudes seem to invite the mistake: for the nickel and silicon treated below, the displacement is multiplied by 1.41 on entering silicon and by 0.59 on entering nickel. Read as energy fractions, these numbers would create energy in one direction and a heat flow at equal temperatures. The correct fraction is

T = 4Z₁Z₂/(Z₁ + Z₂)²,

where Z is the acoustic impedance, density times sound speed. It is unchanged when the two media are exchanged.

**The model**

Medium 1 fills x < 0 and medium 2 fills x > 0. Both are linear, lossless elastic continua, joined by a perfect bond at x = 0. A plane wave travels along x with displacement u(x, t′), where t′ is time. The example uses longitudinal waves along a cube axis of each crystal, so that no other polarization is produced. The stress is

σ = C ∂u/∂x,

positive in tension, with C the elastic modulus for this motion.

A slice of unit area between x and x + dx has mass ρ dx. The material on its right pulls it with force σ(x + dx), and the material on its left with −σ(x). Newton's law, divided by dx, gives

ρ ∂²u/∂t′² = ∂σ/∂x = C ∂²u/∂x².

Inserting u = A cos(kx − ωt′) gives ρω² = Ck². The speed is therefore c = ω/k = √(C/ρ). With Z = ρc, the combination needed for the stress is

Ck = ρc²·ω/c = ωZ.

**First derivation: matching waves at the interface**

The bond keeps the two faces together, so u is continuous. For the stress, take a slice of thickness ε that contains the interface. Its mass is proportional to ε, while the net force on it is the difference of the stresses on its two faces. As ε → 0 the mass vanishes, and a finite acceleration requires that difference to vanish too. Hence σ is also continuous.

Let the wave arrive from medium 1. The conditions must hold at all times, so all waves share the frequency ω:

u₁ = A cos(k₁x − ωt′) + rA cos(k₁x + ωt′),

u₂ = tA cos(k₂x − ωt′).

Here r and t are the displacement coefficients for reflection and transmission. At x = 0 every cosine equals cos ωt′, and continuity of u gives

1 + r = t.

Differentiation with respect to x, with Ck = ωZ, gives the stresses

σ₁ = −ωZ₁A[sin(k₁x − ωt′) + r sin(k₁x + ωt′)],

σ₂ = −ωZ₂tA sin(k₂x − ωt′).

At x = 0 these become ωZ₁A(1 − r) sin ωt′ and ωZ₂tA sin ωt′. Their equality requires

Z₁(1 − r) = Z₂t.

An outgoing part a quarter period out of phase, with coefficients r′ and t′′, would have to satisfy r′ = t′′ and −Z₁r′ = Z₂t′′ with no incident term. Since both impedances are positive, both coefficients vanish, and nothing has been left out.

Substituting t = 1 + r gives Z₁ − Z₁r = Z₂ + Z₂r, so that

r = (Z₁ − Z₂)/(Z₁ + Z₂),

t = 1 + r = 2Z₁/(Z₁ + Z₂).

To turn amplitudes into energy we need the power per area passing toward +x. The material on the left of a plane pushes the material on its right with force −σ, and the right-hand material moves with velocity ∂u/∂t′. The power is therefore −σ ∂u/∂t′. In medium 1 the velocity is

∂u₁/∂t′ = ωA[sin(k₁x − ωt′) − r sin(k₁x + ωt′)].

The product has the form (a + b)(a − b) = a² − b², so the cross terms cancel:

−σ₁ ∂u₁/∂t′ = ω²Z₁A²[sin²(k₁x − ωt′) − r² sin²(k₁x + ωt′)].

Each squared sine averages to 1/2 over a period. The net flux is thus the incident flux I = Z₁ω²A²/2 minus the reflected flux r²I. In medium 2 the mean flux is Z₂ω²t²A²/2. Dividing it by I gives

T = (Z₂/Z₁)t² = (Z₂/Z₁)·4Z₁²/(Z₁ + Z₂)² = 4Z₁Z₂/(Z₁ + Z₂)².

The reflected fraction is R = r². Energy conservation now follows from the solution:

R + T = [(Z₁ − Z₂)² + 4Z₁Z₂]/(Z₁ + Z₂)² = 1.

For a wave from medium 2 the labels are exchanged. The displacement coefficient becomes 2Z₂/(Z₁ + Z₂) and r changes sign, but T stays the same. The factor Z₂/Z₁ compensates for the unequal amplitudes: a given motion carries less power in a medium of lower impedance.

**Second derivation: a collision between pulses**

The same result follows from conservation of momentum and energy, without using continuity of stress or displacement at each instant.

Send in a flat pulse from medium 1: the material moves with constant velocity v for a duration τ as the pulse passes. The pulse has length c₁τ, so its momentum per area is

ρ₁c₁τv = Z₁τv.

Its kinetic energy density is ρ₁v²/2. In a wave that travels one way, the strain has magnitude v/c₁, so the elastic energy density is C₁(v/c₁)²/2 = ρ₁v²/2, equal to the kinetic one. The energy per area is therefore

ρ₁v²·c₁τ = Z₁τv².

We must know the shape of the outgoing pulses. By linearity, the outgoing velocity is a sum of responses to brief kicks, and the response at a delay s after a kick is described by a function with the dimension of inverse time. The available data are two densities and two moduli. Combinations of these in which the unit of mass cancels are pure ratios or powers of a velocity; none is a time. A delayed response could then vary only as 1/s. Its integral diverges at small s, and a flat pulse would produce an infinite output. The response is therefore immediate, and both outgoing pulses are flat with duration τ. Call their material velocities rv and tv.

Once the pulses have separated, conservation of momentum and of energy, each divided by τ and by v or v², gives

Z₁ = Z₁r + Z₂t,

Z₁ = Z₁r² + Z₂t².

The reflected momentum enters with a plus sign because momentum follows the motion of the material, not the direction in which the pulse travels. Rearranged, the equations are

Z₁(1 − r) = Z₂t,

Z₁(1 − r)(1 + r) = Z₂t².

Inserting the first into the second gives Z₂t(1 + r) = Z₂t². One root is t = 0, r = 1. It leaves the face of medium 1 displaced by 2vτ and the face of medium 2 where it was, which a bond does not allow. The other root is t = 1 + r. Together with the momentum equation it gives the same r and t as before, and the transmitted energy fraction is

T = Z₂τ(tv)²/(Z₁τv²) = (Z₂/Z₁)t² = 4Z₁Z₂/(Z₁ + Z₂)².

These are the equations of an elastic head-on collision between a mass Z₁τ and a mass Z₂τ at rest. A heavy ball that strikes a light one sends it off faster than it came itself, yet does not give it all its energy. That is the meaning of a displacement coefficient above 1.

**What each derivation assumes**

Both need linear media and normal incidence in a pure mode. The first assumes continuity of displacement and stress, and obtains energy conservation. The second assumes conservation of momentum and energy, an interface without a time scale, and a bond that allows no lasting offset between the faces. From these it obtains continuity of velocity. Two imperfect contacts separate these assumptions.

The first is a lossless spring bond of stiffness K per area. Momentum and energy are still conserved, but Z/K is a time, so pulses change shape and the second derivation fails. The first can be repaired. With waves written as exp(i(kx − ωt′)), the stress at the interface is iωZ₂tA, and the spring opens by σ/K:

t − (1 + r) = iωZ₂t/K.

Stress continuity gives r = 1 − Z₂t/Z₁. Inserting this and multiplying by Z₁ yields

t = 2Z₁/(Z₁ + Z₂ − iωZ₁Z₂/K),

T = (Z₂/Z₁)|t|² = 4Z₁Z₂/[(Z₁ + Z₂)² + (ωZ₁Z₂/K)²].

Transmission now falls with frequency, but it is still the same from both sides.

The second is a viscous contact that transmits a force b per area and per unit of relative velocity. The constant b has the unit of impedance, so there is no time scale, but energy is lost. The force that drives medium 2 is Z₂tv, hence b(1 + r − t) = Z₂t. With the same stress condition,

t = 2Z₁/(Z₁ + Z₂ + Z₁Z₂/b),

T = 4Z₁Z₂/(Z₁ + Z₂ + Z₁Z₂/b)².

This T is also symmetric, although R + T < 1. The viscous contact also lets the faces slip, so it gives up continuity of displacement as well. In these one-mode models, equality from both sides therefore survives the loss of continuity of displacement alone (spring bond), and its loss together with conservation of energy (viscous contact).

**Limits**

With q = Z₂/Z₁ the result reads T = 4q/(1 + q)², which does not change when q is replaced by 1/q. For q → 0 the interface acts as a free surface: r → 1, t → 2, and T ≈ 4q → 0. For q → ∞ it acts as a rigid wall: r → −1 and t → 0. Near matching, q = 1 + δ gives R = δ²/(2 + δ)² ≈ δ²/4, so a 10 % mismatch reflects only about a quarter of a percent of the energy (0.23 % for δ = 0.1, 0.28 % for δ = −0.1). Full transmission requires equal impedances, not equal speeds. Halving the density and doubling the modulus doubles c = √(C/ρ) but leaves Z = √(ρC) unchanged, and nothing is reflected.

**Heat carried by one channel**

Consider one such mode as a one-dimensional channel, with medium 1 at temperature Θ. In a length L, waves running toward the interface have frequencies f = mc/L with m = 1, 2, 3 and so on, so there are L df/c of them in a range df. Each has mean thermal energy hf/(exp(hf/k_BΘ) − 1), spread over L and moving at speed c. The product of number, energy per length and speed no longer contains c or L. With y = hf/(k_BΘ), the transmitted power is

P = T (k_BΘ)²/h · ∫₀^∞ y dy/(e^y − 1) = T π²k_B²Θ²/(6h).

The integral follows from 1/(e^y − 1) = Σ e^(−ny), summed from n = 1: each term contributes 1/n², and the sum is π²/6. Both media send the same power toward the interface at equal temperature, and equal T makes the net flow zero, as the second law requires.

**A nickel film on silicon**

Take a 100 GHz longitudinal wave of amplitude 1 pm passing from nickel into silicon, both with a cube axis along the normal. Both solids are treated as half-spaces, so the numbers describe one arrival at the interface; echoes within the film and attenuation in the nickel are left out. Rough room-temperature values are ρ = 8900 kg/m³ and C = 250 GPa for nickel, and 2330 kg/m³ and 166 GPa for silicon. The speeds are 5300 and 8441 m/s, and the wavelengths 53 and 84 nm. In units of 10⁶ kg/(m² s),

Z₁ = 47.17, Z₂ = 19.67,

T = 4 × 47.17 × 19.67/66.84² = 0.831.

The reflected fraction is 0.169. The incident flux Z₁ω²A²/2 is 931 W/cm², of which 773 W/cm² enters the silicon and 158 W/cm² returns. The displacement grows by a factor of 1.41 while the power falls. At 1 K, where thermal waves are long compared with the atomic spacing, the same constants give 0.393 pW per channel in each direction.

**How far a real interface departs from this**

These parameters lie in the regime of picosecond acoustics, where short sound pulses are sent through metal films on wafers. Two assumptions that can fail there are the perfect, direct bond and the assumed crystal orientation. In the estimates below, everything not mentioned is held fixed.

- A 2 nm oxide layer, with rough values of 2200 kg/m³ and 75 GPa, lowers T to 0.808. This comes from solving the continuity conditions at both of its faces numerically.
- A deliberately weak bond with K = 10 GPa/nm makes ωZ₁Z₂/K equal to 58.3 in the impedance units above, and T falls to 0.47. For comparison, the stiffness between neighbouring nickel planes, C divided by their spacing of 0.176 nm, is about 1400 GPa/nm.
- If the nickel has its [111] axis along the normal, its longitudinal modulus is (C₁₁ + 2C₁₂ + 4C₄₄)/3, the standard result for a cubic crystal. With rough values C₁₂ = 150 GPa and C₄₄ = 120 GPa this is 343 GPa, and T = 0.774.
- Take Gaussian interface roughness of rms height η = 0.5 nm that varies along the interface only over distances much longer than the wavelengths; for finer roughness this estimate does not hold. It gives the reflected wave a random phase of rms size 2k₁η. Averaging the phase factor removes a fraction 1 − exp(−4k₁²η²) = 1.4 % of the reflected beam's energy. For the transmitted beam, with k₁ − k₂ in place of 2k₁, the loss is 0.05 %.

The peak strain of the incident wave, ωA/c₁, is 1.2 × 10⁻⁴, small enough for linear elasticity to be a good approximation. The value 0.83 thus suits a clean, well-bonded interface with the assumed orientation; film texture or a poor bond can change it more than the last digits suggest.

Room-temperature heat is a different matter. The frequency k_BΘ/h is 6.25 THz at 300 K. Replace each solid by a chain of atomic planes with mass ρa and spring C/a per area, where a is 0.176 nm for nickel and 0.136 nm for silicon, and join the chains by the spring 2K₁K₂/(K₁ + K₂), with K₁ and K₂ the two chain springs. Solving the equations of motion of the two end planes gives T = 0.786 at 5 THz. The nickel chain carries no waves above c₁/(πa) = 9.6 THz, where the continuum formula would still predict 0.83.

Direction matters as well. With the two axial speeds, the critical angle from nickel is arcsin(5300/8441) = 38.9°. Beyond it, in this estimate, no longitudinal wave propagates into the silicon, though shear waves may. The speeds in both crystals depend on direction, which can shift the angle by several degrees. An interface conductance needs a sum over angles, polarizations and frequencies, and in nickel the electrons also carry much of the heat. The normal-incidence formula supplies one term of that sum, in the long-wavelength limit.

Numbers in the example were calculated in double precision.
